**Irreducible points of a simple cubic k-point mesh**

For a Gamma-centred mesh with $N$ divisions per axis and point group $O_h$, the number of irreducible points is $(N+2)(N+4)(N+6)/48$ for even $N$ and $(N+1)(N+3)(N+5)/48$ for odd $N$. The reduction is $R=N^3/N_{\rm irr}$. The program finds the 48 operations by searching for integer orthogonal matrices and applies them to every point of meshes with $N$ from 1 to 18 and $N=24$, 25 and 32. It asserts the number of fixed points of each operation, the number of stars, and that the points off the mirror planes are those with full stars of 48. For even $N$ up to 18 it also asserts the count for a mesh shifted by half a step. At larger $N$ an explicit sum over the irreducible wedge replaces the enumeration. The output shows 84 irreducible points and $R=20.571$ for $N=12$, and $R=42.688$ for $N=100$. The quantity $N(1-R/48)$ is 11.990 at $N=10000$ and 8.994 at $N=10001$, close to the limits 12 and 9 set by the mirror planes.

## Numerical verification

```python
"""Irreducible points of an N x N x N mesh under the cubic group O_h.

Result under test, for a Gamma-centred simple cubic mesh:
    N even: N_irr = (N+2)(N+4)(N+6)/48
    N odd : N_irr = (N+1)(N+3)(N+5)/48
so the reduction R = N^3/N_irr approaches 48 only with an error of order 1/N,
caused by the points that lie on mirror planes.

Symbols: N = divisions per axis; g = gcd(2, N); star = set of equivalent
points; s = 4 (N even) or 3 (N odd) in the estimate R ~ 48 (N/(N+s))^3.
Mesh coordinates are stored as integers in units of 1/(2N) of a reciprocal
lattice vector, so that a half-step shift is also an integer.
"""
from itertools import product
from math import gcd
import numpy as np
import sympy as sp


def find_cubic_group():
    """All integer 3x3 matrices that preserve lengths."""
    rows = [np.array(r) for r in product((-1, 0, 1), repeat=3)]
    identity = np.eye(3, dtype=int)
    group = []
    for a, b, c in product(rows, repeat=3):
        matrix = np.array([a, b, c])
        if np.array_equal(matrix @ matrix.T, identity):
            group.append(matrix)
    return group


def class_name(matrix):
    """Name of the class from determinant, trace and diagonal form."""
    det = int(round(np.linalg.det(matrix)))
    trace = int(np.trace(matrix))
    diagonal = np.count_nonzero(matrix - np.diag(np.diag(matrix))) == 0
    if det == 1:
        if trace == -1:
            return "C2" if diagonal else "C2'"
        return {3: "E", 0: "C3", 1: "C4"}[trace]
    if trace == 1:
        return "sigma_h" if diagonal else "sigma_d"
    return {-3: "i", 0: "S6", -1: "S4"}[trace]


def make_mesh(N, shift=0):
    """Mesh points in units of 1/(2N); shift=1 is a half-step shift."""
    axis = 2 * np.arange(N) + shift
    grid = np.meshgrid(axis, axis, axis, indexing="ij")
    return np.stack(grid, axis=-1).reshape(-1, 3)


def analyse_mesh(N, group, names, shift=0):
    """Star sizes, fixed points of each operation, mask of mirror points."""
    points = make_mesh(N, shift)
    period = 2 * N
    label = np.full(len(points), period**3)
    on_mirror = np.zeros(len(points), dtype=bool)
    fixed_counts = []
    for matrix, name in zip(group, names):
        image = (points @ matrix.T) % period
        code = (image[:, 0] * period + image[:, 1]) * period + image[:, 2]
        label = np.minimum(label, code)
        fixed = np.all(image == points, axis=1)
        fixed_counts.append(int(fixed.sum()))
        if name.startswith("sigma"):
            on_mirror |= fixed
    _, inverse, sizes = np.unique(label, return_inverse=True,
                                  return_counts=True)
    star_of_point = sizes[inverse.reshape(-1)]
    return sizes, fixed_counts, on_mirror, star_of_point


def fixed_formula(N, g):
    return {"E": N**3, "sigma_h": g * N**2, "sigma_d": N**2,
            "C2": g**2 * N, "C2'": g * N, "C4": g * N, "C3": N,
            "i": g**3, "S4": g**2, "S6": g}


def irreducible_formula(N):
    e = 0 if N % 2 == 0 else 1
    return (N + 2 - e) * (N + 4 - e) * (N + 6 - e) // 48


def general_formula(N):
    """Number of mesh points that lie on no mirror plane."""
    e = 0 if N % 2 == 0 else 1
    return (N - 2 + e) * (N - 4 + e) * (N - 6 + e)


def wedge_count(N):
    """Explicit sum over triples 0 <= n1 <= n2 <= n3 <= N//2."""
    return sum((c + 1) * (c + 2) // 2 for c in range(N // 2 + 1))


def reduction(N):
    return N**3 / irreducible_formula(N)


def estimate(N):
    s = 4 if N % 2 == 0 else 3
    return 48 * (N / (N + s))**3


group = find_cubic_group()
names = [class_name(m) for m in group]
class_sizes = {name: names.count(name) for name in fixed_formula(1, 1)}
assert len(group) == 48 and sum(class_sizes.values()) == 48
assert class_sizes == {"E": 1, "sigma_h": 3, "sigma_d": 6, "C2": 3, "C2'": 6,
                       "C4": 6, "C3": 8, "i": 1, "S4": 6, "S6": 8}

# Explicit action of the group on the mesh against all counting formulas.
enumerated = list(range(1, 19)) + [24, 25, 32]
for N in enumerated:
    sizes, fixed_counts, on_mirror, star = analyse_mesh(N, group, names)
    formula = fixed_formula(N, gcd(2, N))
    for name, count in zip(names, fixed_counts):
        assert count == formula[name]
    assert sum(fixed_counts) == 48 * len(sizes)
    assert len(sizes) == irreducible_formula(N) == wedge_count(N)
    # Off the mirrors every star is full; on them it is at most half full.
    assert np.all(star[~on_mirror] == 48)
    assert np.all(star[on_mirror] <= 24)
    assert int((~on_mirror).sum()) == general_formula(N)

# Half-step shift for even N: no point is left on a sigma_h plane.
for N in range(2, 19, 2):
    sizes, fixed_counts, _, _ = analyse_mesh(N, group, names, shift=1)
    for name, count in zip(names, fixed_counts):
        if name == "sigma_h":
            assert count == 0
        if name == "sigma_d":
            assert count == N**2
    assert len(sizes) == N * (N + 2) * (N + 4) // 48

# The class sum factorizes as claimed, for both parities.
x = sp.symbols("x")
for g, target in ((2, (x + 2) * (x + 4) * (x + 6)),
                  (1, (x + 1) * (x + 3) * (x + 5))):
    terms = fixed_formula(x, g)
    total = sum(class_sizes[name] * terms[name] for name in terms)
    assert sp.expand(total - target) == 0

# Leading deficit at large N, from the explicit wedge sum.
slopes = {}
for N, expected in ((10000, 12), (10001, 9)):
    slopes[N] = N * (1 - N**3 / wedge_count(N) / 48)
    assert abs(slopes[N] - expected) < 0.02   # next term is of order 100/N
N_big = 10000
shifted_slope = N_big * (1 - 48 * N_big**2 / ((N_big + 2) * (N_big + 4)) / 48)
assert abs(shifted_slope - 6) < 0.02

# Worked example.
N = 12
sizes, fixed_counts, on_mirror, star = analyse_mesh(N, group, names)
print(f"Example mesh N = {N}, total points = {N**3}")
print("class    operations  fixed points each  product")
for name in class_sizes:
    each = fixed_counts[names.index(name)]
    print(f"{name:8s} {class_sizes[name]:6d} {each:14d} "
          f"{class_sizes[name] * each:14d}")
print(f"Sum of fixed points = {sum(fixed_counts)}")
print(f"Irreducible points = sum/48 = {sum(fixed_counts) // 48}")
print(f"Reduction R = {N**3 / len(sizes):.3f}")
print("star size: number of stars")
for size, number in zip(*np.unique(sizes, return_counts=True)):
    print(f"{size:4d}: {number}")
full_stars = int((sizes == 48).sum())
print(f"Mesh points on mirrors = {int(on_mirror.sum())}, "
      f"off mirrors = {int((~on_mirror).sum())}")
print(f"Irreducible points on mirrors = {len(sizes) - full_stars}, "
      f"off mirrors = {full_stars}")
shifted_sizes = analyse_mesh(N, group, names, shift=1)[0]
print(f"Half-step shifted mesh: irreducible = {len(shifted_sizes)}, "
      f"R = {N**3 / len(shifted_sizes):.3f}")

print("N, N^3, N_irr, R, R/48, estimate of R, mirror share of mesh")
for N in (4, 8, 12, 13, 16, 24, 25, 32, 48, 100, 200):
    assert wedge_count(N) == irreducible_formula(N)
    # The neglected term has relative size 4/(N+s)^2.
    s = 4 if N % 2 == 0 else 3
    assert abs(estimate(N) / reduction(N) - 1) < 4.01 / (N + s)**2
    share = 1 - general_formula(N) / N**3
    print(f"{N:4d} {N**3:8d} {irreducible_formula(N):7d} {reduction(N):7.3f} "
          f"{reduction(N) / 48:6.4f} {estimate(N):7.3f} {share:6.4f}")

print("fraction of 48, parity, smallest N, estimated N, R there")
for fraction in (0.5, 0.9, 0.99):
    for parity, start, s in (("even", 2, 4), ("odd", 1, 3)):
        N = start
        while N**3 < 48 * fraction * irreducible_formula(N):
            N += 2
        N_estimate = s / (fraction**(-1 / 3) - 1)
        # N moves in steps of 2; the neglected term shifts it by under 0.5.
        assert -0.5 < N - N_estimate < 2
        assert N**3 / wedge_count(N) >= 48 * fraction
        assert (N - 2)**3 / wedge_count(N - 2) < 48 * fraction
        print(f"{fraction:5.2f} {parity:5s} {N:5d} {N_estimate:8.1f} "
              f"{reduction(N):7.3f}")

print(f"N*(1-R/48) at N=10000: {slopes[10000]:.3f}; "
      f"at N=10001: {slopes[10001]:.3f}")
print(f"Same for the shifted mesh at N=10000: {shifted_slope:.3f}")
print("OK")
```

Running it gives:

```
Example mesh N = 12, total points = 1728
class    operations  fixed points each  product
E             1           1728           1728
sigma_h       3            288            864
sigma_d       6            144            864
C2            3             48            144
C2'           6             24            144
C4            6             24            144
C3            8             12             96
i             1              8              8
S4            6              4             24
S6            8              2             16
Sum of fixed points = 4032
Irreducible points = sum/48 = 84
Reduction R = 20.571
star size: number of stars
   1: 2
   3: 2
   6: 10
   8: 5
  12: 15
  24: 40
  48: 10
Mesh points on mirrors = 1248, off mirrors = 480
Irreducible points on mirrors = 74, off mirrors = 10
Half-step shifted mesh: irreducible = 56, R = 30.857
N, N^3, N_irr, R, R/48, estimate of R, mirror share of mesh
   4       64      10   6.400 0.1333   6.000 1.0000
   8      512      35  14.629 0.3048  14.222 0.9062
  12     1728      84  20.571 0.4286  20.250 0.7222
  13     2197      84  26.155 0.5449  25.746 0.5630
  16     4096     165  24.824 0.5172  24.576 0.5898
  24    13824     455  30.382 0.6330  30.227 0.4271
  25    15625     455  34.341 0.7154  34.165 0.3242
  32    32768     969  33.816 0.7045  33.712 0.3335
  48   110592    2925  37.809 0.7877  37.753 0.2313
 100  1000000   23426  42.688 0.8893  42.672 0.1156
 200  8000000  176851  45.236 0.9424  45.231 0.0589
fraction of 48, parity, smallest N, estimated N, R there
 0.50 even     16     15.4  24.824
 0.50 odd      13     11.5  26.155
 0.90 even    112    111.9  43.217
 0.90 odd      85     83.9  43.279
 0.99 even   1192   1192.0  47.520
 0.99 odd     895    894.0  47.521
N*(1-R/48) at N=10000: 11.990; at N=10001: 8.994
Same for the shifted mesh at N=10000: 5.997
OK
```
